The L·S Matrix in Real p and d Orbitals

**Exercise**

Band-structure calculations with local orbitals often use real p and d functions, and spin–orbit coupling is then added as a matrix in orbital and spin indices. Let L = −iħ r×∇ be the orbital angular momentum and S = (ħ/2)σ the spin, with σ the Pauli matrices and spin up (↑) and down (↓) taken along z. All orbitals of a shell share one radial function f(r). Their angular parts are, up to a common factor,

p: x, y, z

d: xy, yz, zx, A = (x² − y²)/2, B = (2z² − x² − y²)/(2√3)

A is the orbital usually labelled x2-y2, and B the one labelled z2.

(a) Find all matrix elements of L_x, L_y and L_z, and list the orbital pairs that each component couples.

(b) Write the matrix of L·S in the products of orbital and spin.

(c) Verify that its eigenvalues are lħ²/2 and −(l+1)ħ²/2, and find how often each occurs.

(d) For H = (ξ/ħ²) L·S with ξ = 0.30 eV in both shells, find the levels and splittings.

**Hints**

1. L does not act on f(r), so it is enough to differentiate the polynomials.

2. For the d shell, express y² − z² and z² − x² through A and B.

3. Sort the orbitals by their behaviour under z → −z. The matrix then falls into two blocks.

4. For the eigenvalues, square σ·L. For their multiplicities, use the trace.

**Solution**

**(a) Orbital matrix elements**

The gradient of f(r) points along r, so r×∇f = 0. By the product rule, L acts on the polynomial alone. Its components are

L_x = −iħ(y∂_z − z∂_y)
L_y = −iħ(z∂_x − x∂_z)
L_z = −iħ(x∂_y − y∂_x)

The orbitals must have equal norms if coefficients are to be read as matrix elements. For p this follows from symmetry. For d, the averages over the unit sphere are ⟨x²y²⟩ = 1/15, ⟨z²⟩ = 1/3 and ⟨z⁴⟩ = 1/5. The functions xy, yz and zx therefore have mean square 1/15. A is, up to sign, xy turned by 45° about z, so it has the same value. On the unit sphere B = (3z² − 1)/(2√3), and

⟨B²⟩ = (9/5 − 2 + 1)/12 = 1/15

The functions are also orthogonal: reflections of single axes separate all pairs except A and B, and exchanging x with y reverses A but not B.

For p, differentiation gives

L_z x = −iħ(0 − y) = iħ y
L_z y = −iħ x
L_z z = 0

The other components follow by the cyclic change x → y → z → x. In ⟨a|L_k|b⟩ the operator acts on b, so

⟨y|L_x|z⟩ = ⟨z|L_y|x⟩ = ⟨x|L_z|y⟩ = −iħ

Each L_k is −iħ times a real operator, so its elements between real orbitals are imaginary. Since L_k is Hermitian, exchanging the two orbitals reverses the sign, and the diagonal elements vanish.

For d, the two expressions needed are

y² − z² = −A − √3 B
z² − x² = −A + √3 B

The derivatives of B are ∂_x B = −x/√3, ∂_y B = −y/√3 and ∂_z B = 2z/√3. The x component gives

L_x xy = −iħ(0 − zx) = iħ zx
L_x yz = −iħ(y² − z²) = iħ(A + √3 B)
L_x zx = −iħ xy
L_x A = −iħ(0 + yz) = −iħ yz
L_x B = −iħ(2yz/√3 + yz/√3) = −i√3 ħ yz

The y component gives

L_y xy = −iħ yz
L_y yz = −iħ(0 − xy) = iħ xy
L_y zx = −iħ(z² − x²) = iħ(A − √3 B)
L_y A = −iħ zx
L_y B = −iħ(−zx/√3 − 2zx/√3) = i√3 ħ zx

The z component gives

L_z xy = −iħ(x² − y²) = −2iħ A
L_z yz = −iħ zx
L_z zx = −iħ(0 − yz) = iħ yz
L_z A = −iħ(−xy − xy) = 2iħ xy
L_z B = −iħ(−xy/√3 + xy/√3) = 0

The coupled pairs are therefore as follows, with the reversed elements fixed by Hermiticity.

- L_x in p: y–z. L_y in p: z–x. L_z in p: x–y.
- L_x in d: ⟨zx|L_x|xy⟩ = iħ, ⟨yz|L_x|A⟩ = −iħ, ⟨yz|L_x|B⟩ = −i√3 ħ.
- L_y in d: ⟨xy|L_y|yz⟩ = iħ, ⟨zx|L_y|A⟩ = −iħ, ⟨zx|L_y|B⟩ = i√3 ħ.
- L_z in d: ⟨yz|L_z|zx⟩ = iħ, ⟨xy|L_z|A⟩ = 2iħ.

Eight of the ten d pairs appear, each under one component. The pairs xy–B and A–B are not coupled.

**(b) Adding spin**

Define the dimensionless matrix M = 2L·S/ħ² = σ·L/ħ. Inserting the Pauli matrices gives, in the order ↑, ↓,

ħM = [ L_z , L_x − iL_y ]
     [ L_x + iL_y , −L_z ]

Thus L_z couples equal spins, while L_x and L_y couple opposite spins.

The orbitals x, y, xy, A and B are even under z → −z, and z, yz and zx are odd. In the list above, L_z connects orbitals of equal parity, and L_x and L_y connect even with odd. Even orbitals with spin ↑ and odd orbitals with spin ↓ therefore form a closed set. The same orbitals with all spins reversed form the other set.

For p, in the order x↑, y↑, z↓, two of the elements are

⟨x↑|M|z↓⟩ = −i⟨x|L_y|z⟩/ħ = −i·i = 1
⟨y↑|M|z↓⟩ = ⟨y|L_x|z⟩/ħ = −i

and the block is

M_p = [ 0, −i, 1 ]
      [ i, 0, −i ]
      [ 1, i, 0 ]

For d, in the order xy↑, A↑, B↑, yz↓, zx↓, the same rule gives

M_d = [ 0, 2i, 0, 1, −i ]
      [ −2i, 0, 0, i, 1 ]
      [ 0, 0, 0, i√3, −√3 ]
      [ 1, −i, −i√3, 0, −i ]
      [ i, 1, −√3, i, 0 ]

The entry −i between yz↓ and zx↓ is −⟨yz|L_z|zx⟩/ħ; its sign comes from the down spin.

The other block needs no new calculation. Because the L_k are imaginary, −L_z = (L_z)* and L_x + iL_y = −(L_x − iL_y)*, where the star conjugates each element. So the block with reversed spins is the complex conjugate of the first, with the sign changed in elements between opposite spins. That sign is removed by reversing the sign of the odd orbitals. Conjugation leaves the real eigenvalues of a Hermitian matrix unchanged, so both blocks have the same spectrum. The full L·S matrix consists of these two blocks, each multiplied by ħ²/2.

**(c) Eigenvalues**

For p, expand the determinant of λ − M_p along its first row (λ, i, −1):

det(λ − M_p) = λ(λ² − 1) − i(−iλ + i) − (−1 + λ)
= λ³ − λ − λ + 1 + 1 − λ
= λ³ − 3λ + 2
= (λ − 1)²(λ + 2)

Since L·S = ħ²M/2, one block has the eigenvalues ħ²/2 twice and −ħ² once. These are lħ²/2 and −(l+1)ħ²/2 for l = 1.

A 5×5 determinant can be avoided by an argument that serves both shells. The product rule σ_jσ_k = δ_jk + i Σ_m ε_jkm σ_m and the commutation rule L×L = iħL give

(σ·L)² = L² + iσ·(L×L) = L² − ħσ·L

The value of L² follows from part (a). For example,

L² x = L_y(−iħ z) + L_z(iħ y) = ħ²x + ħ²x = 2ħ²x
L² xy = (1 + 1 + 4)ħ² xy = 6ħ² xy
L² A = ħ²[(A + √3B) + (A − √3B) + 4A] = 6ħ²A
L² B = ħ²[(√3A + 3B) + (−√3A + 3B)] = 6ħ²B

For yz the three contributions are 4, 1 and 1, and for zx they are 1, 4 and 1. The other two p orbitals follow cyclically. So L² = l(l+1)ħ² throughout each shell, and division by ħ² gives

M² + M = l(l+1), that is, (M − l)(M + l + 1) = 0

Every eigenvalue of M is therefore l or −(l+1), and L·S can take the values lħ²/2 and −(l+1)ħ²/2.

The first row of M_d shows this equation at work. The five elements of that row in M_d² are

xy↑: (2i)(−2i) + 1·1 + (−i)(i) = 6
A↑: 1·(−i) + (−i)·1 = −2i
B↑: 1·(−i√3) + (−i)(−√3) = 0
yz↓: (2i)(i) + (−i)(i) = −1
zx↓: (2i)·1 + 1·(−i) = i

Adding the first row of M_d, which is (0, 2i, 0, 1, −i), leaves (6, 0, 0, 0, 0), as required.

Let n₊ and n₋ be the multiplicities of the upper and lower values in the full matrix. All diagonal elements vanish, so the trace is zero:

l n₊ − (l+1) n₋ = 0
n₊ + n₋ = 2(2l+1)

The solution is n₊ = 2l+2 and n₋ = 2l. The p shell has 4 and 2 states, the d shell 6 and 4. These are the multiplets with total angular momentum j = l + 1/2 and j = l − 1/2. For l = 0 the lower multiplet is absent and L·S is zero.

**(d) Levels of the model**

Multiplying the eigenvalues of L·S/ħ² by ξ gives

p: 0.5 × 0.30 eV = 0.15 eV (4 states); −1 × 0.30 eV = −0.30 eV (2 states)
d: 1 × 0.30 eV = 0.30 eV (6 states); −1.5 × 0.30 eV = −0.45 eV (4 states)

The splitting is

Δ = ξ[l/2 + (l+1)/2] = (2l+1)ξ/2

This is 0.45 eV, or 7.21×10⁻²⁰ J, for p and 0.75 eV, or 1.20×10⁻¹⁹ J, for d. At equal ξ the d splitting is larger by the factor 5/3. The lower level moves further because it holds fewer states: 4 × 0.15 − 2 × 0.30 = 0 and 6 × 0.30 − 4 × 0.45 = 0, so the mean energy of each shell is unchanged.

These levels were derived for a complete shell with one ξ for all its orbitals and no crystal field or hopping. The conditions are sufficient but not always necessary. A cubic field shifts x, y and z equally, so the p pattern of 4 and 2 states split by 3ξ/2 survives it. The pattern also survives hopping at k = 0 in a simple cubic p band or in a diamond sp3 model with one ξ. It is lost at a general k, and a cubic field breaks the d pattern. If the radial functions differ from orbital to orbital, the pairs no longer share one factor ξ, and the simple spectrum is lost in general. The numerical output below lists the matrix elements and levels.

**Variation 1: an incomplete d shell**

*A strong cubic crystal field separates xy, yz and zx from A and B. What does L·S give inside each group, to leading order in ξ divided by the crystal-field splitting?*

To this order, couplings between the groups are dropped. Inside the first group there remain

⟨zx|L_x|xy⟩ = ⟨xy|L_y|yz⟩ = ⟨yz|L_z|zx⟩ = iħ

Rename yz → x, zx → y, xy → z. These become the p elements with the opposite sign. The eigenvalues of L·S are then the p values with reversed sign: −ħ²/2 four times and +ħ² twice. With ξ = 0.30 eV the levels are −0.15 eV and 0.30 eV, so the fourfold level now lies lowest, opposite to the p shell. Inside the second group L·S vanishes, since A and B are not coupled. Spin–orbit effects there come from the dropped couplings, in second order. Let A and B lie Δ_c above the other three orbitals. Within the A, B group M vanishes, so M² + M = 6 gives (L·S)² = 3ħ⁴/2 there, and all four states rise together by about 3ξ²/(2Δ_c) without splitting. The fourfold level of the first group falls by the same amount, and the twofold level stays at 0.30 eV. For Δ_c = 3 eV the estimate is 0.045 eV and full diagonalization gives 0.042 eV, which moves the fourfold level from −0.15 eV to −0.19 eV.

**Variation 2: the lower p state**

*Which orbitals make up the lower state of the block x↑, y↑, z↓?*

With amplitudes (a, b, c), the first two rows of (M_p + 2)v = 0 read

2a − ib + c = 0
ia + 2b − ic = 0

Set a = 1. The first row gives c = ib − 2. The second becomes i + 2b + b + 2i = 0, so b = −i and c = −1. The third row is satisfied, since 1 + i(−i) + 2(−1) = 0. The normalized state is

v = (x↑ − i y↑ − z↓)/√3

Each orbital has weight 1/3. The spin-up part contributes |x − iy|²/3 = (x² + y²)/3 to the angular factor of the charge density, and the spin-down part contributes z²/3. The two spin parts do not interfere, so the sum is r²/3 and the charge density is spherical, although the spin is up with weight 2/3. From part (a), L_z(x − iy) = −ħ(x − iy), which gives

⟨L_z⟩ = −2ħ/3
⟨S_z⟩ = (ħ/2)(2/3 − 1/3) = ħ/6

Their sum is −ħ/2, one of the two values ±ħ/2 allowed for j = 1/2. The mean orbital angular momentum along z is opposite to the mean spin, as the negative eigenvalue of L·S suggests.

Table of computed values

```
Input spin-orbit parameter xi = 0.30 eV
p: <y|L_x|z> = -1.0000 i hbar
p: <z|L_y|x> = -1.0000 i hbar
p: <x|L_z|y> = -1.0000 i hbar
p: pairs not coupled by any component: none
p: one block, L.S/hbar^2 = -1.0000 +0.5000 +0.5000
p: L.S/hbar^2 = -1.0000, energy = -0.3000 eV, degeneracy = 2
p: L.S/hbar^2 = +0.5000, energy = +0.1500 eV, degeneracy = 4
p: splitting = 0.4500 eV = 7.2098e-20 J
d: <zx|L_x|xy> = +1.0000 i hbar
d: <yz|L_x|x2-y2> = -1.0000 i hbar
d: <yz|L_x|z2> = -1.7321 i hbar
d: <xy|L_y|yz> = +1.0000 i hbar
d: <zx|L_y|x2-y2> = -1.0000 i hbar
d: <zx|L_y|z2> = +1.7321 i hbar
d: <yz|L_z|zx> = +1.0000 i hbar
d: <xy|L_z|x2-y2> = +2.0000 i hbar
d: pairs not coupled by any component: xy with z2, x2-y2 with z2
d: one block, L.S/hbar^2 = -1.5000 -1.5000 +1.0000 +1.0000 +1.0000
d: L.S/hbar^2 = -1.5000, energy = -0.4500 eV, degeneracy = 4
d: L.S/hbar^2 = +1.0000, energy = +0.3000 eV, degeneracy = 6
d: splitting = 0.7500 eV = 1.2016e-19 J
p block of 2 L.S/hbar^2: characteristic coefficients (cubic first) = 1.000 0.000 -3.000 2.000
p block: lower-state weights on x up, y up, z down = 0.3333 0.3333 0.3333
d, only xy yz zx kept: L.S/hbar^2 = -0.500 -0.500 -0.500 -0.500 +1.000 +1.000
d, only x2-y2 and z2 kept: largest |L.S|/hbar^2 = 0.000
```
